Optical Depth of a Tin Line from a Peak Ratio

**Problem**

Two isolated tin lines are emitted by the same uniform layer of plasma. They have equal source functions, and their optical depths at line centre are in the ratio 3:1. The spectrometer resolves both lines, the continuum beneath them is negligible, and nothing shines on the layer from behind. The measured peak intensities are in the ratio 2:1. What is the optical depth of the weaker line?

Here "intensity" means the spectral radiance at line centre, not the area under the line. The optical depth τ is the absorption coefficient at line centre, net of stimulated emission, integrated along the line of sight. The source function S is the ratio of the emission coefficient to this absorption coefficient. Let t be the depth of the weaker line, so that the stronger line has depth 3t.

**A tempting solution**

A thin layer emits a peak intensity Sτ, so two thin lines would show the ratio 3:1. The observed ratio is smaller, so some light must be reabsorbed inside the layer. Light created at a random place in the layer crosses half the depth on average, which suggests the corrected intensity

I ≈ Sτ(1 − τ/2).

Setting the ratio of the two peaks equal to 2 gives

3t(1 − 3t/2) / [t(1 − t/2)] = 2.

Cancel t and multiply by the remaining denominator:

3 − 9t/2 = 2 − t.

Collecting terms gives 1 = 7t/2, hence t = 2/7 ≈ 0.286.

**Where it fails**

The algebra is correct, but the starting formula holds only when τ is small. The answer makes the stronger line's depth 3t = 6/7 ≈ 0.86, which is not small.

The size of the fault follows from the full intensity, derived below, whose series is

I/S = 1 − e^(−τ) = τ − τ²/2 + τ³/6 − …

The tempting solution keeps the first two terms. The first omitted term, divided by the last one kept, has magnitude

(τ³/6)/(τ²/2) = τ/3.

At τ = 6/7 this is 0.29, so the omitted term is more than a quarter of the correction that was kept. The truncated formula also has a wrong shape: τ − τ²/2 reaches its maximum of 1/2 at τ = 1 and then falls, whereas the true intensity keeps rising towards S. The truncation exaggerates the reabsorption in the stronger line, and so reaches the ratio 2 at too small a depth.

**The right solution**

Let z run through the layer towards the observer. Along this path the intensity gains by emission and loses by absorption. With absorption coefficient κ and emission coefficient κS,

dI/dz = κS − κI = κ(S − I).

Measure distance by the accumulated optical depth τ′, with dτ′ = κ dz. Then

dI/dτ′ + I = S.

Multiplying by e^(τ′) turns the left side into a single derivative:

d(I e^(τ′))/dτ′ = S e^(τ′).

Integrate from the far side, where τ′ = 0 and I = 0, to the near side, where τ′ = τ. Since S is constant along the path,

I e^τ = S(e^τ − 1),

and division by e^τ gives

I = S(1 − e^(−τ)).

Only the total depth enters. The absorbers may be crowded towards one side of the layer without changing this result, provided that S stays uniform.

The ratio R of the stronger peak to the weaker one is therefore

R = (1 − e^(−3t)) / (1 − e^(−t)),

because the equal source functions cancel. Now put x = e^(−t). A positive, finite depth means 0 < x < 1. Since e^(−3t) = x³ and

1 − x³ = (1 − x)(1 + x + x²),

the nonzero factor 1 − x cancels and leaves

R = 1 + x + x².

This formula exposes the tempting answer directly. At t = 2/7, x = 0.751 and R = 1 + 0.751 + 0.565 = 2.32, not 2.

For the measured ratio R = 2,

x² + x − 1 = 0,

x = (−1 ± √5)/2.

The minus sign gives a negative x, which an exponential cannot be. Hence

x = (√5 − 1)/2 = 0.618,

t = −ln x = 0.481.

The weaker line has optical depth 0.48 and the stronger line has 3t = 1.44.

Substitution confirms the ratio. The weaker peak is 1 − 0.618 = 0.382 in units of S. The stronger peak is 1 − 0.618³ = 0.764, which is twice as large. Relative to the thin estimate Sτ, the weaker peak keeps the fraction 0.794 and the stronger peak keeps 0.529. Their quotient is about 2/3, and this factor reduces the thin ratio 3 to the observed 2.

**Other ratios and the two limits**

For a general R, the quadratic x² + x + 1 − R = 0 has the positive root

x = [√(4R − 3) − 1]/2,

so that

t = −ln{[√(4R − 3) − 1]/2}, for 1 < R < 3.

There is one answer for each R in this range, because dR/dx = 1 + 2x is positive and x falls steadily as t grows.

In the thin limit, x ≈ 1 − t and x² ≈ 1 − 2t to first order, so

R ≈ 3 − 3t.

The ratio then lies close to 3, and a small depth has to be read from a small difference. In the thick limit x² is negligible beside x, so

R ≈ 1 + e^(−t).

Both peaks then approach S, and the ratio carries little information about the depth. A measured ratio above 3 or below 1 has no solution in this model. If it lies outside the range by more than the measurement error, an assumption or the calibration has failed.

**How accurate is the depth?**

Since dx/dt = −x, the chain rule gives

dR/dt = (1 + 2x)(−x) = −(x + 2x²),

dt/dR = −1/(x + 2x²).

At R = 2, x² = 1 − x, so the denominator is x + 2 − 2x = 2 − x = 1.382 and dt/dR = −0.724. The relative error is magnified by

(R/t)|dt/dR| = (2/0.481)(0.724) ≈ 3.

A 5 % error in R should therefore change t by about 15 %. The full formula gives t = 0.558 for R = 1.90 and t = 0.413 for R = 2.10, which are 16 % above and 14 % below 0.481.

The assumed depth ratio matters as well. With R held at 2, a true depth ratio of 2.7 instead of 3 gives t = 0.402, and a ratio of 3.3 gives t = 0.535. Quoting 0.48 as a measurement to two digits would thus require both ratios to be known much better than this.

**A tin plasma in numbers**

Take a layer 1.0 mm thick at 1.5 eV, with the weaker line at 556 nm and the stronger at 559 nm. Both absorption profiles are Lorentzian with a full width of 0.20 nm at half maximum. These are round model values, meant as a rough picture of the late, cool stage of a laser-produced tin plasma seen in visible lines of low-charge ions. They are not data for two particular transitions.

For uniform absorption, the coefficients at line centre are

κ(weak) = 0.481/(1.0 mm) = 0.481 mm⁻¹,

κ(strong) = 1.444/(1.0 mm) = 1.444 mm⁻¹.

The corresponding absorption lengths, 1/κ, are 2.1 mm and 0.69 mm. The layer is thinner than one absorption length for the weaker line and thicker than one for the stronger.

A real plasma departs from the assumptions in several ways. In each case below the true depth of the weaker line is held at 0.481, one effect is added, and the simple formula is applied to the altered ratio.

- **Unequal source functions.** If S is the Planck function per unit wavelength at 1.5 eV, its value at 559 nm is 0.984 times that at 556 nm. The ratio becomes 1.967 and the inferred depth 0.505.

- **A cooler front.** Keep the absorption coefficient uniform, and let S fall linearly by 30 % from the far side to the near side. This is a one-sided fall, not a hot centre with two cool sides. Absorption weights the stronger line more towards the near side, where S is lower. The ratio drops to 1.945 and the inferred depth rises to 0.522. Uniform absorption is a simplification here: a 30 % fall of the Planck function at 556 nm means cooling from 1.5 to about 1.26 eV, which would cut the Boltzmann factor of a lower level 9 eV above the ground state to about a third. A real cool front would then absorb less in such a line, and the shift would differ.

- **Unsubtracted continuum.** A continuum with the same S and a depth of 0.02 adds proportionately more to the weaker peak. The ratio becomes 1.950 and the inferred depth 0.519.

- **Instrumental blur.** A Gaussian instrument profile of full width 0.05 nm lowers the weaker peak by 3.20 % and the stronger by 1.93 %. The ratio rises to 2.026 and the inferred depth falls to 0.463.

- **Overlapping wings.** At a separation of 3 nm, each line's absorption has fallen to 0.0011 of its central value at the other line's centre. The inferred depth is 0.485, a change of less than 1 %.

The blur acts unequally because the stronger line has a flatter top. At a small offset δ from line centre, with half width h, the depth is about τ(1 − δ²/h²). Expanding the exponential gives

I ≈ S[1 − e^(−τ) − τe^(−τ)δ²/h²].

Averaging over a narrow instrument profile of variance σ² replaces δ² by σ². The fraction of the peak that is lost is then

τe^(−τ)/(1 − e^(−τ)) × σ²/h² = τ/(e^τ − 1) × σ²/h².

The factor τ/(e^τ − 1) decreases with τ, so the stronger line loses the smaller fraction. This is a leading-order estimate. With σ = 0.0212 nm and h = 0.10 nm it gives 3.5 % and 2.0 %, somewhat above the 3.20 % and 1.93 % of the full convolution, because the instrument profile is not very narrow compared with the line.

Of these five departures, for the sizes chosen, the cooler front moves the answer most, by about 8.5 % of 0.481. The order depends on those sizes: a continuum depth of 0.025 instead of 0.02 would already move the answer more than this front does. In a real measurement, both the uniformity of the source function and the continuum subtraction need checking. The formula should not be carried over to the emission band near 13.5 nm used in extreme-ultraviolet lithography. That band contains many overlapping tin lines, so it does not offer two isolated peaks.

**Peaks, not areas**

Using line areas in place of peaks causes a larger error here than any of the five effects above at the sizes chosen. Away from line centre both depths shrink together, since the profiles have the same shape. The local intensity ratio is still 1 + x + x², but with a larger x, so it exceeds its central value of 2. The area ratio is a weighted average of these local ratios and must also exceed 2. For the present lines, each integrated separately over its full Lorentzian wings, it is 2.481; a finite integration window gives a smaller ratio, still above 2. Inserting that number into the peak formula would give t = 0.204, less than half the true depth.

The numerical output below lists the model inputs and the computed results. The few other numbers in the text follow from the formulas by hand.

Table of computed values

```
INPUTS (round model values)
layer thickness: 1.0 mm
temperature: 1.5 eV
weak and strong line: 556 and 559 nm
line full width: 0.20 nm
instrument full width: 0.05 nm
depth ratio, peak ratio: 3.0, 2.0
RESULT
x = exp(-t): 0.6180
optical depth, weak line: 0.4812
optical depth, strong line: 1.4436
absorption coefficient, weak: 0.481 1/mm
absorption coefficient, strong: 1.444 1/mm
peak intensity, weak: 0.3820 S
peak intensity, strong: 0.7639 S
peak / thin estimate, weak: 0.794
peak / thin estimate, strong: 0.529
SENSITIVITY
dt/dR at R = 2: -0.7236
weak depth if R = 1.90: 0.558
weak depth if R = 2.10: 0.413
weak depth if depth ratio = 2.7: 0.402
weak depth if depth ratio = 3.3: 0.535
NEGLECTED EFFECTS (true weak depth unchanged)
Planck ratio strong/weak: 0.9836
blur loss of peak, weak: 3.20 %
blur loss of peak, strong: 1.93 %
source drop towards observer: 30 %
continuum optical depth: 0.02
relative wing height at neighbour: 0.00111
unequal Planck source functions: R = 1.967, inferred depth = 0.505
instrumental blur: R = 2.026, inferred depth = 0.463
source falling to observer: R = 1.945, inferred depth = 0.522
unsubtracted continuum: R = 1.950, inferred depth = 0.519
overlap of line wings: R = 1.995, inferred depth = 0.485
areas used instead of peaks: R = 2.481, inferred depth = 0.204
```
